# How electronic stopping affects an implanted ion's path length: verification in Python

```python
"""
Result under test: an ion slows by dE/ds = -(Sn + k*sqrt(E)), Sn constant.
If k*sqrt(E0) = Sn at the initial energy E0, the path length to rest is
R = 2*(1 - ln 2)*E0/Sn, and a small fractional rise d of k changes R by
-A*d, with A = (3 - 4 ln 2)/(2 - 2 ln 2), about 0.37.
Symbols: eta = k*sqrt(E0)/Sn; Se = k*sqrt(E); S = Sn + Se.
The example uses eV and nm. Screened-Coulomb (ZBL) nuclear stopping and
Lindhard-Scharff electronic stopping are evaluated in atomic units.
A collision simulation sizes discrete losses and angular deflection.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

E0 = 120000.0       # initial energy, eV
S0 = 300.0          # nuclear stopping = initial electronic stopping, eV/nm


def path_factor(eta):
    """Closed form of R*Sn/E0."""
    return 2 * (eta - np.log1p(eta)) / eta**2


def sensitivity(eta):
    """Closed form of -d ln R / d ln k."""
    return 2 - eta**2 / ((1 + eta) * (eta - np.log1p(eta)))


def follow_ion(electronic=1.0, nuclear=1.0):
    """Integrate the slowing-down equation along the path until rest."""
    k = electronic * S0 / np.sqrt(E0)
    sn = nuclear * S0

    def rhs(s, y):
        se = k * np.sqrt(max(y[0], 0.0))
        return [-(sn + se), se / (sn + se), se]

    def at_rest(s, y):
        return y[0]
    at_rest.terminal = True
    sol = solve_ivp(rhs, (0, 2 * E0 / S0), [E0, 0.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-6, events=at_rest)
    length = sol.t_events[0][0]
    _, share_integral, electronic_loss = sol.y_events[0][0]
    return length, share_integral / length, electronic_loss / E0


# Continuous slowing down: trajectory against closed forms
R, path_share, energy_share = follow_ion()
R_formula = E0 / S0 * 2 * (1 - np.log(2))
A = (3 - 4 * np.log(2)) / (2 - 2 * np.log(2))
assert abs(R / R_formula - 1) < 1e-6
assert abs(path_share - A) < 1e-5
assert abs(energy_share - (2 * np.log(2) - 1)) < 1e-5
h = 0.01
slope_e = -np.log(follow_ion(1 + h)[0] / follow_ion(1 - h)[0]) \
    / np.log((1 + h) / (1 - h))
slope_n = -np.log(follow_ion(1, 1 + h)[0] / follow_ion(1, 1 - h)[0]) \
    / np.log((1 + h) / (1 - h))
assert abs(slope_e - A) < 1e-4
assert abs(slope_n - (1 - A)) < 1e-4
for eta in (0.4, 2.5):
    length, share, _ = follow_ion(eta)
    assert abs(length * S0 / E0 / path_factor(eta) - 1) < 1e-6
    assert abs(share - sensitivity(eta)) < 1e-5
R_1 = follow_ion(1.01)[0]
R_10 = follow_ion(1.10)[0]
change_1 = 100 * (R_1 / R - 1)
change_10 = 100 * (R_10 / R - 1)
assert abs(change_1 + 0.37) < 0.005

# Path travelled below 100 eV, from direct quadrature
E_low = 100.0
R_low = quad(lambda e: 1 / (S0 * (1 + np.sqrt(e / E0))), 0, E_low)[0]

# Energy-dependent nuclear stopping: phosphorus in amorphous silicon
Z1, Z2, M1, M2 = 15, 14, 31.0, 28.1
atoms_per_nm3 = 50.0
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e9
mass_au = M1 * const.atomic_mass / const.m_e
density_au = atoms_per_nm3 * bohr**3
to_eV_nm = hartree / bohr
screen = 0.8854 / (Z1**0.23 + Z2**0.23)


def nuclear_zbl(e):
    eps = screen * M2 * (e / hartree) / (Z1 * Z2 * (M1 + M2))
    reduced = np.log1p(1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))
    cross = 4 * np.pi * screen * Z1 * Z2 * M1 / (M1 + M2) * reduced
    return density_au * cross * to_eV_nm


def electronic_ls(e):
    speed = np.sqrt(2 * e / hartree / mass_au)
    cross = 8 * np.pi * Z1**(7 / 6) * Z2 * speed \
        / (Z1**(2 / 3) + Z2**(2 / 3))**1.5
    return density_au * cross * to_eV_nm


def model_path(scale=1.0):
    return quad(lambda x: 2 * x * E0 / (nuclear_zbl(x * x * E0)
                + scale * electronic_ls(x * x * E0)), 0, 1, limit=200)[0]


def model_share_integrand(x):
    e = x * x * E0
    se = electronic_ls(e)
    return 2 * x * E0 * se / (nuclear_zbl(e) + se)**2


R_model = model_path()
A_model = quad(model_share_integrand, 0, 1, limit=200)[0] / R_model
slope_model = -np.log(model_path(1 + h) / model_path(1 - h)) \
    / np.log((1 + h) / (1 - h))
assert abs(slope_model - A_model) < 1e-4
crossing = brentq(lambda e: nuclear_zbl(e) - electronic_ls(e), 2e4, 1e6)
assert abs(crossing / E0 - 1) < 0.2
assert abs(nuclear_zbl(E0) / S0 - 1) < 0.2
energies = np.geomspace(10, E0, 4000)
peak_index = np.argmax(nuclear_zbl(energies))
peak_energy = energies[peak_index]
peak_stopping = nuclear_zbl(peak_energy)
assert peak_stopping > nuclear_zbl(E0) and A_model < A

# Discrete collisions; energies in E0, lengths in E0/Sn
mass_ratio = M2 / M1
gamma = 4 * M1 * M2 / (M1 + M2)**2


def simulate(eta, max_fraction=gamma, ions=20000, seed=7):
    """Return path length and azimuth-averaged forward distance per ion.
    Transfers below a small fraction of E are treated as continuous."""
    rng = np.random.default_rng(seed)
    t_min = 4e-4
    a, b = t_min**-0.5, max_fraction**-0.5
    rate = (a - b) / np.sqrt(max_fraction)   # collision rate times E
    soft = np.sqrt(t_min / max_fraction)     # continuous nuclear part
    e, forward = np.ones(ions), np.ones(ions)
    path, depth = np.zeros(ions), np.zeros(ions)
    while e.max() > 3e-4:
        flight = rng.exponential(size=ions) / rate
        loss = soft + eta * np.sqrt(e)
        decay = np.exp(-loss * flight)
        step = e * (1 - decay) / loss
        path += step
        depth += forward * step
        t = (a - rng.random(ions) * (a - b))**-2
        cosine = (1 - (1 + mass_ratio) * t / 2) / np.sqrt(1 - t)
        forward *= cosine * np.exp(-mass_ratio / 2 * soft * flight)
        e *= decay * (1 - t)
    return path, depth


# Simulation against exact results without electronic loss
path0, depth0 = simulate(0.0)


def momentum_loss(u):
    t = u * u
    kept = (1 - (1 + mass_ratio) * t / 2) * np.sqrt(1 - t)
    return (1 - kept) / t


depth0_exact = np.sqrt(gamma) / quad(momentum_loss, 1e-5, np.sqrt(gamma))[0]
assert abs(path0.mean() - 1) < 0.015
assert abs(path0.std() / np.sqrt(gamma / (6 - gamma)) - 1) < 0.03
assert abs(depth0.mean() / depth0_exact - 1) < 0.02
# Small maximum transfer must restore continuous slowing down
path_soft, _ = simulate(1.0, max_fraction=0.02, ions=600)
assert abs(path_soft.mean() / path_factor(1.0) - 1) < 0.015

path1, depth1 = simulate(1.0)
path_up, depth_up = simulate(1.05)
path_dn, depth_dn = simulate(0.95)


def simulated_slope(mid, up, down):
    """Sensitivity and its standard error from common random numbers."""
    width = np.log(1.05 / 0.95)
    slope = -(up.mean() - down.mean()) / width / mid.mean()
    scatter = (up - down) / width + slope * mid
    return slope, scatter.std() / np.sqrt(len(mid)) / mid.mean()


A_path, err_path = simulated_slope(path1, path_up, path_dn)
A_depth, err_depth = simulated_slope(depth1, depth_up, depth_dn)
unit = E0 / S0
root_n = np.sqrt(len(path1))

print(f"initial energy E0: {E0:.0f} eV")
print(f"nuclear stopping Sn = initial Se: {S0:.0f} eV/nm")
print(f"length scale E0/Sn: {unit:.1f} nm")
print(f"path factor 2(1-ln2): {path_factor(1.0):.5f}")
print(f"path length R: {R:.2f} nm = {10 * R:.1f} angstrom")
print(f"electronic sensitivity A: {A:.5f}")
print(f"A from shifted trajectories: {slope_e:.5f}")
print(f"path-averaged electronic share: {path_share:.5f}")
print(f"nuclear sensitivity from trajectories: {slope_n:.5f}")
print(f"electronic share of deposited energy: {energy_share:.5f}")
print(f"path with Se +1 percent: {R_1:.2f} nm")
print(f"path change for Se +1 percent: {change_1:.4f} percent")
print(f"path shortening for Se +1 percent: {R - R_1:.3f} nm"
      f" = {10 * (R - R_1):.2f} angstrom")
print(f"path change for Se +10 percent: {change_10:.3f} percent")
print(f"linear estimate for +10 percent: {-10 * A:.3f} percent")
for eta in (0.4, 2.5):
    print(f"sensitivity at initial Se/Sn = {eta}: {sensitivity(eta):.4f}")
print(f"path below {E_low:.0f} eV: {R_low:.3f} nm")
print("--- ZBL nuclear + Lindhard-Scharff electronic, P in Si ---")
print(f"Z1, Z2: {Z1}, {Z2}; masses: {M1}, {M2} u")
print(f"target density: {atoms_per_nm3:.0f} atoms/nm^3")
print(f"energy of equal stopping: {crossing:.0f} eV")
print(f"nuclear stopping at E0: {nuclear_zbl(E0):.1f} eV/nm")
print(f"electronic stopping at E0: {electronic_ls(E0):.1f} eV/nm")
print(f"peak nuclear stopping: {peak_stopping:.1f} eV/nm")
print(f"energy of that peak: {peak_energy:.0f} eV")
print(f"path length: {R_model:.1f} nm")
print(f"electronic sensitivity: {A_model:.4f}")
print("--- discrete collisions, constant mean nuclear stopping ---")
print(f"simulated ions: {len(path1)}")
print(f"maximum transfer fraction gamma: {gamma:.4f}")
print(f"no electronic loss, mean path/(E0/Sn): {path0.mean():.4f}")
print(f"no electronic loss, path spread/(E0/Sn): {path0.std():.4f}")
print(f"exact value of that spread: {np.sqrt(gamma / (6 - gamma)):.4f}")
print(f"no electronic loss, depth/(E0/Sn): {depth0.mean():.4f}")
print(f"quadrature value of that depth: {depth0_exact:.4f}")
print(f"small-transfer path/(E0/Sn): {path_soft.mean():.4f}")
print(f"mean path: {unit * path1.mean():.1f} nm")
print(f"standard error of mean path: {unit * path1.std() / root_n:.1f} nm")
print(f"path spread (standard deviation): {unit * path1.std():.1f} nm")
print(f"mean projected range: {unit * depth1.mean():.1f} nm")
print(f"projected range / path: {depth1.mean() / path1.mean():.3f}")
print(f"path sensitivity: {A_path:.4f} +- {err_path:.4f}")
print(f"projected-range sensitivity: {A_depth:.4f} +- {err_depth:.4f}")
print("done: every assertion held")
```

Running it gives:

```
initial energy E0: 120000 eV
nuclear stopping Sn = initial Se: 300 eV/nm
length scale E0/Sn: 400.0 nm
path factor 2(1-ln2): 0.61371
path length R: 245.48 nm = 2454.8 angstrom
electronic sensitivity A: 0.37055
A from shifted trajectories: 0.37054
path-averaged electronic share: 0.37055
nuclear sensitivity from trajectories: 0.62943
electronic share of deposited energy: 0.38629
path with Se +1 percent: 244.58 nm
path change for Se +1 percent: -0.3691 percent
path shortening for Se +1 percent: 0.906 nm = 9.06 angstrom
path change for Se +10 percent: -3.563 percent
linear estimate for +10 percent: -3.706 percent
sensitivity at initial Se/Sn = 0.4: 0.2010
sensitivity at initial Se/Sn = 2.5: 0.5683
path below 100 eV: 0.327 nm
--- ZBL nuclear + Lindhard-Scharff electronic, P in Si ---
Z1, Z2: 15, 14; masses: 31.0, 28.1 u
target density: 50 atoms/nm^3
energy of equal stopping: 120842 eV
nuclear stopping at E0: 306.1 eV/nm
electronic stopping at E0: 304.3 eV/nm
peak nuclear stopping: 444.4 eV/nm
energy of that peak: 16413 eV
path length: 212.5 nm
electronic sensitivity: 0.3302
--- discrete collisions, constant mean nuclear stopping ---
simulated ions: 20000
maximum transfer fraction gamma: 0.9976
no electronic loss, mean path/(E0/Sn): 1.0005
no electronic loss, path spread/(E0/Sn): 0.4431
exact value of that spread: 0.4466
no electronic loss, depth/(E0/Sn): 0.7594
quadrature value of that depth: 0.7577
small-transfer path/(E0/Sn): 0.6124
mean path: 239.3 nm
standard error of mean path: 0.5 nm
path spread (standard deviation): 75.0 nm
mean projected range: 195.6 nm
projected range / path: 0.817
path sensitivity: 0.3800 +- 0.0006
projected-range sensitivity: 0.3338 +- 0.0006
done: every assertion held
```
